Optical conductivity and absorption of honeycomb-lattice Dirac cones, derived two ways, part 2

The text finds the sheet conductivity σ of independent honeycomb-lattice electrons in a weak uniform field E = −∂A/∂t along x. In atomic Gaussian units c = 1/α and σ₀ = 1/4 (e²/4ħ); numbers use eV and Å. T is k_B times temperature, μ the chemical potential, f the Fermi function, f̄(ε) = 1 − f(−ε), z = ω + iη. With hopping γ, bonds δ_j = d w^j (complex form), w = e^{2πi/3} and u = q_x + iq_y,

H_AB = h(k) = −γ Σ_j e^{ik·δ_j},  H_BA = h*(k).   (1)

h(K+q) = −γ Σ_j w^j (1 + i q·δ_j) = −γ (id/2)(3u + ū Σ_j w^{2j}) = −iv u,  v = 3γd/2.   (2)

States n = ± have energies ±ε, occupations f_n and velocity elements v_nm = ⟨n|∂H/∂k_x|m⟩. Valleys ±K and spin give g = 4 cones,

H = v(τ k_x σ_x + k_y σ_y),  τ = ±1,  ε = vk,   (3)

where |v₊₋|² = v²(1 − n_x²) for pseudospin along n. ∫_k is 2∫d²k/(2π)² over the zone or g∫d²k/(2π)² for cones.

G(ε) = f(−ε) − f(ε).   (4)

The Kubo formula gives, with Drude weight D,

∫_k { Σ_n f_n⟨n|∂²_xH|n⟩ + Σ_{n≠m} (f_n − f_m)|v_nm|²/(ε_n − ε_m) } = D,  D ≡ ∫_k Σ_n (−f′(ε_n)) v_nn².   (9)

σ(z) = iD/z + σ_inter(z),

σ_inter(z) = −i ∫_k Σ_{n≠m} [(f_n − f_m)/(ε_n − ε_m)] |v_nm|²/(z + ε_n − ε_m).   (10)

σ_inter = (ig/4π) ∫₀^∞ dε G(ε) z/(z² − 4ε²).   (11)

Re σ_inter(ω) = σ₀ G(ω/2),   (5)

D = (2T/π) ln[2cosh(μ/2T)] = |μ|/π + (2T/π) ln(1 + e^{−|μ|/T}).   (15)

At T = 0,

σ_inter(z) = −(iσ₀/π) [ln(2|μ| + z) − ln(2|μ| − z)].   (13)

σ_inter(ω) = σ₀ { θ(ω − 2|μ|) − (i/π) ln|(2|μ| + ω)/(2|μ| − ω)| }.   (14)

Transition rates, with W₊₋ = E₀v₊₋/(2iω) for field amplitude E₀, give

Re σ(ω) = (π/ω) ∫_k G(ε) |v₊₋|² δ(ω − 2ε).   (17)

To first order in α the absorbed fraction is

P/I = πG(ω/2)/c = πα G(ω/2).   (18)

For φ = σ − iD/z − σ₀,

Im φ(ω) = (2ω/π) P∫₀^∞ Re φ(ω′) dω′/(ω² − ω′²).   (19)

4. Pauli blocking

A vertical transition at frequency ω joins −ω/2 to +ω/2. For μ > 0 and ω < 2μ at T = 0 the upper state is already full; for μ < 0 and ω < 2|μ| the lower state is empty. In both cases G = 0. The matrix element and the density of states know nothing of μ, so the blocking lies in the occupations alone. The program tests this at ω = 0.2 eV and T = 0, where the extrapolated Kubo sum gives Re σ = 0 for μ = 0.2 eV and σ₀ for μ = 0.

For T > 0 write f(ε) = ½[1 − tanh((ε − μ)/2T)]. With a = (ε + μ)/2T and b = (ε − μ)/2T, G = ½(tanh a + tanh b) = sinh(a + b)/(2cosh a cosh b), and 2cosh a cosh b = cosh(a + b) + cosh(a − b). Thus

G(ε) = sinh(ε/T)/[cosh(μ/T) + cosh(ε/T)].   (20)

It is even in μ. At ω = 2|μ| it equals ½ tanh(|μ|/T). At μ = 0 it is sinh(ε/T)/(1 + cosh(ε/T)) = tanh(ε/2T), so Re σ_inter = σ₀ tanh(ω/4T): thermal carriers block the neutral sheet below ω of a few T, and the value σ₀ requires ω ≫ T. For μ ≫ T the lower state is full up to terms of order e^{−(ε+μ)/T}, and G ≈ 1 − f(ε). Setting 1 − f = p gives ε = μ + T ln[p/(1 − p)]. Between p = 0.1 and p = 0.9 the energy ε changes by 2T ln 9, so the edge in ω = 2ε has the 10–90 % width 4T ln 9. Well below the edge cosh(μ/T) dominates the denominator of (20), so G ≈ 2e^{−|μ|/T} sinh(ω/2T), which for ω ≫ T is e^{−(2|μ|−ω)/2T}: the blocking is exponentially good, and complete only at T = 0.

The imaginary part (14) is negative and diverges logarithmically at ω = 2|μ|, as the Kramers–Kronig partner of a step must. Temperature removes the divergence. Since G(0) = 0, G(ε) = ∫₀^∞G′(m)θ(ε − m)dm, and (11) is linear in G, so σ_inter(T, μ) is the average of the T = 0 result over Fermi levels m with the normalized weight G′(m). For |μ| ≫ T the weight is a peak of width of order T around |μ|. A logarithm is integrable, and at ω = 2|μ| the average replaces |2m − ω| by a quantity of order T, so that −Im σ_inter grows as (σ₀/π) ln(|μ|/T) at low T. Away from the edge, L(m) = ln|(2m + ω)/(2m − ω)| has L″ = 4/(2m − ω)² − 4/(2m + ω)² > 0, so to leading order in T the symmetric average raises |Im σ_inter| on both sides of the edge.

The absorption lost to blocking reappears at zero frequency. Because 1 − G = f + f̄, the two integrals found for (15) give

σ₀∫₀^∞[1 − G(ω/2)]dω = ½∫₀^∞(f + f̄)dε = T ln[2cosh(μ/2T)] = πD/2.   (21)

The right side is the area under Re[iD/(ω + iη)] = Dη/(ω² + η²) for ω > 0. The equality reflects (9). On the cone ∂²_xH = 0, and the static interband term is −(g/4π)∫G dε. Subtract from (9) the same relation for μ = T = 0, where G = 1 and D = 0. The occupations differ only near the cone tip, so the difference converges and has no boundary term, and D = (g/4π)∫(1 − G)dε, which is (21). On the lattice the diamagnetic term changes with filling, and (21) holds only to leading order in μ/γ and T/γ. The program tests (15) against the grid sum and (21) by quadrature.

Equation (21) makes the total Im σ fall faster than 1/ω. For ω ≫ |μ|, T, (19) tends to (2/πω)∫Re φ dω′ = −D/ω, which cancels the Drude term. At T = 0, with x = 2|μ|/ω < 1, the intraband part is 2xσ₀/π and the interband part is −(σ₀/π)(2x + 2x³/3 + …), leaving −(2σ₀/3π)x³. For ω ≪ 2|μ| the interband part is −σ₀ω/(π|μ|), small against the Drude term 4σ₀|μ|/(πω).

In the clean limit the Drude term is imaginary for ω > 0 and dissipates nothing. If the intraband current relaxes at a rate η, a phenomenological addition to the model, the term becomes iD/(ω + iη), whose real part Dη/(ω² + η²) absorbs at all frequencies. The statement that a doped sheet is transparent below 2|μ| concerns the interband channel.

5. A free-standing sheet at normal incidence

Let ξ be the coordinate normal to the sheet and κ = ω/c. At normal incidence the field has no in-plane wave vector, so the uniform-field conductivity is the right one. From ∇×E = −(1/c)∂B/∂t and ∇×B = (4π/c)J + (1/c)∂E/∂t, a transverse field E(ξ, t) obeys ∂²E/∂ξ² − (1/c²)∂²E/∂t² = (4π/c²)∂J/∂t. With J = σE δ(ξ) and time factor e^{−iωt},

E″ + κ²E + iκ s δ(ξ) E = 0,  s = 4πσ/c = 4πασ.   (22)

E is continuous, and integrating (22) across ξ = 0 gives E′(0⁺) − E′(0⁻) = −iκsE(0). Take E = e^{iκξ} + r e^{−iκξ} for ξ < 0 and t_E e^{iκξ} for ξ > 0. Continuity gives 1 + r = t_E. The jump gives iκt_E − iκ(1 − r) = −iκ s t_E, and with 1 − r = 2 − t_E this is (2 + s)t_E = 2:

t_E = 1/(1 + s/2),  r = −(s/2)/(1 + s/2).

The transmittance is T_r = |t_E|² and the reflectance R = |r|². Since |1 + s/2|² = 1 + Re s + |s/2|², the absorptance is

A_abs = 1 − R − T_r = Re s/|1 + s/2|².   (23)

The same value follows from the Joule heat in the local field, ½ Re σ |t_E E₀|²/(cE₀²/8π) = Re s |t_E|². It is (18) with the incident field replaced by the field at the sheet, which the sheet's own radiation reduces by t_E. For σ = σ₀, s = πα and

T_r = (1 + πα/2)^{−2},  R = (πα/2)² T_r,  A_abs = πα T_r = πα − (πα)² + ….   (24)

So πα is the first-order term of the absorptance, and also of the opacity 1 − T_r = πα − ¾(πα)² + …. In SI units s = σZ₀ with Z₀ = μ₀c = 1/ε₀c, and σ₀Z₀ = e²/(4ħε₀c) = πα by the definition α = e²/(4πε₀ħc). The imaginary part of σ enters (23) only through (Im s/2)² in the denominator, a relative change of second order in α at fixed σ. It is small as long as |Im σ| ≪ σ₀/α; the T = 0 Drude term gives Im s/2 = 2α|μ|/ω and violates this for ω of order α|μ| and below. The program integrates the wave equation through a thin Gaussian layer of conducting material and asserts that T_r, R and the Joule heat match these formulas for every conductivity whose absorptance is listed in the worked example.

A substrate of refractive index n behind the sheet changes the jump condition to iκn t_E − iκ(1 − r) = −iκ s t_E, so t_E = 2/(1 + n + s) and A_abs = 4 Re s/|1 + n + s|². The first-order absorptance is then πα·4/(1 + n)². This case is not among the program's tests.

6. How far the cone can be trusted

Formula (17) can be expanded on the lattice at μ = T = 0, where G = 1. Write h = εe^{iφ}. The eigenvectors are (e^{iφ}, ±1)/√2, and

v₊₋ = ½(e^{−iφ}, 1)·(−∂_xh, e^{iφ}∂_xh*) = −i Im(e^{−iφ}∂_xh) = −iε ∂_xφ.

Set d = 1 and continue the expansion (2), with x_j = ½(u w^{−j} + ū w^j). In second order the term is −½Σw^j x_j², where x_j² = ¼(u²w^{−2j} + 2uū + ū²w^{2j}); after multiplication by w^j only ū²w^{3j} survives, giving −(3/8)ū². In third order the term is −(i/6)Σw^j x_j³, where x_j³ = ⅛(u³w^{−3j} + 3u²ūw^{−j} + 3uū²w^j + ū³w^{3j}); only 3u²ū survives, giving −(3i/16)u²ū. Taking out the factor 3i/2,

h = −(3iγ/2) S,  S = u + (i/4)ū² − u²ū/8 + … ≡ ρe^{iφ},  ε = 3γρ/2,

where the constant phase −i has been left out of φ since only ∇φ matters. A rotation by 120°, u → wu, multiplies S by w, because w̄² = w. The conductivity tensor is symmetric and invariant under this rotation, so it is a multiple of the identity and σ_xx = ½(σ_xx + σ_yy). The other valley contributes equally because h(−K + q) = h*(K − q). Then |v₊₋|² may be replaced by ½ε²|∇φ|².

Use ∂_u = ½(∂/∂q_x − i∂/∂q_y) and ∂_ū = ½(∂/∂q_x + i∂/∂q_y), for which a real function has |∇φ|² = 4|∂_uφ|². Let a = ∂_uS and b = ∂_ūS, so that ∂_uS̄ = b̄. From φ = (ln S − ln S̄)/2i, 2i∂_uφ = a/S − b̄/S̄, and multiplying by S,

ρ²|∇φ|² = |a − e^{2iφ}b̄|² ≡ N.

The map q → S has dS = a du + b dū and dS̄ = b̄ du + ā dū, with determinant J = |a|² − |b|², so d²q = ρ dρ dφ/J. With ε²|∇φ|² = (9γ²/4)N and ∫ρ dρ δ(ω − 3γρ) = ω/9γ², (17) becomes

Re σ = (π/2ω)(g/4π²)(9γ²/4)(ω/9γ²) 2π⟨N/J⟩ = (g/16)⟨N/J⟩,

the average being over φ at ρ = ω/3γ. Now a = 1 − uū/4 is real and b = (i/2)ū − u²/8. With X = e^{2iφ}b̄/a, N/J = |1 − X|²/(1 − |X|²) = 1 − 2Re X + 2|X|² to second order in ρ. The factor 1/a matters only in third order. Inverting the series, u = S − (i/4)S̄² + …, so

b̄ = −(i/2)u − ū²/8 = −(i/2)S − S̄²/8 − S̄²/8,

X = −(i/2)ρe^{3iφ} − ρ²/4,  |X|² = ρ²/4 + ….

Hence N/J = 1 − ρ sin3φ + ρ²/2 + ρ²/2. The trigonal term averages to zero. All odd orders do likewise, because ρ → −ρ is the same substitution as φ → φ + π in S and e^{2iφ}. The result is

Re σ = σ₀[1 + ω²/9γ² + O(ω⁴/γ⁴)].   (25)

The program evaluates (17) on the exact constant-energy contours of (1), asserts σ_xx = σ_yy, and at ω = 0.1 eV finds (Re σ/σ₀ − 1)/(ω/γ)² = 0.11113 against 1/9 = 0.11111. The expansion loses its meaning as ω approaches 2γ. At M = (2π/3d, 0) the phasors are −e^{−iπ/3}, e^{−iπ/3}, e^{−iπ/3}, so ε = γ; M and −M differ by a reciprocal vector and ε is even in k, so ∇ε = 0 there, and the contours around K and −K merge.

Three other departures from (3) follow from (17) in a line each and are not tested by the program. A hopping between second neighbours adds a term proportional to the unit matrix, which changes neither ε₊ − ε₋ nor v₊₋ and acts only through the occupations. An anisotropic cone v_x k_xσ_x + v_y k_yσ_y has |v₊₋|² = v_x² sin²θ in rescaled momenta and measure ε dε dθ/(v_x v_y), so σ_xx = σ₀v_x/v_y. A gap term mσ_z makes ε² = v²k² + m², leaves k dk = ε dε/v², and gives n_x = (vk/ε)cosθ; the angular mean of 1 − n_x² is ½(1 + m²/ε²), so Re σ = σ₀(1 + 4m²/ω²) above ω = 2m. The anisotropy of the velocities and the gap thus each change the value σ₀, while a term proportional to the unit matrix leaves it unchanged as long as the occupations stay the same. Electron–electron interactions lie outside both derivations, and nothing here bounds their effect.

7. What each derivation assumes

Both share the model: independent electrons, conserved k, a uniform field, first order in E, and equilibrium occupations. Both contain the same three ingredients, |v₊₋|² = v²sin²θ, the measure ε dε/v² and G. Taking the real part of (10) at η → 0⁺ gives −i(−G/2ε)|v₊₋|²(−iπ)δ(ω − 2ε) with a total sign of +, that is π(G/ω)|v₊₋|²δ(ω − 2ε), which is (17). The two roads meet on the resonant shell and differ in what they need away from it.

The Kubo road needs the current operator, including its A-dependent part, and a Hamiltonian defined over a whole Brillouin zone. Without the periodicity behind (9) the bare cone gives a divergent 1/z term. In return it yields the full complex σ(z), fixes D without a further assumption, and shows through the tail of (11) that the cone's imaginary part misses a term linear in ω/γ. Irreversibility enters through the adiabatic switching e^{ηt}, with the area made infinite first, so that k is continuous, and η → 0⁺ afterwards. In the opposite order Re σ would be a set of δ-peaks.

The rate road needs neither the current operator nor the diamagnetic term nor any state off the shell 2ε = ω. It shows directly that Re σ is insensitive to the cutoff, and it displays blocking as the balance of absorption and stimulated emission. It relies on energy conservation in the form P = ½ Re σ E₀², on dropping the non-resonant term, and on a time window between the inverse width of the features of G and 1/|W₊₋|; the finite time plays the part of 1/η. Exactly at a T = 0 edge that window does not exist, which matches the singular point of (14). The imaginary part requires causality and the two assumptions on the behaviour at z → ∞ and z → 0, both of which (10) and (11) confirm for the cone model. On the lattice, whose bands are bounded, σ_inter falls to zero for |z| ≫ γ. D remains free unless one adds that Im σ has no 1/ω tail, which is equivalent to (21) and which the Kubo road derives.

Neither road determines the field at the sheet. Both give the response to the local field, and an absorptance follows only after Maxwell's equations are added: for σ = σ₀ it is πα to first order, as in (18), and πα/(1 + πα/2)² exactly, from (23).

8. Worked example

The parameters are round model values: γ = 3 eV, d = 1.5 Å, μ = 0.2 eV, and T = 0 or 0.025 eV. The program and its output are printed after this text; there the absorptance is labelled A and the hopping t.

The velocity is v = 3γd/2 = 1.5 × 3 × 1.5 = 6.75 eV Å, the Fermi wave number k_F = μ/v = 0.2/6.75 = 0.02963 Å⁻¹, and the carrier density g·πk_F²/(2π)² = k_F²/π = 2.79×10⁻⁴ Å⁻². These depend on γ and d; the cone conductivities do not. The threshold is 2μ = 0.4 eV.

Neutral sheet at T = 0. σ₀ = e²/4ħ = 6.0853×10⁻⁵ S, and with Z₀ = 376.730 Ω the product is 0.0229253, equal to πα = π/137.036. From (24), T_r = (1 + 0.0229253/2)^{−2} = 0.977463, R = 1.28×10⁻⁴, and A_abs = 0.0229253 × 0.977463 = 0.022409. The opacity 1 − T_r = 0.022537 is A_abs + R. The absorptance is 0.9775 of πα, lower by about 2.3 % of πα. These digits belong to the ideal cone. At ω = 2 eV the lattice contour integral gives Re σ = 1.053σ₀, an increase of 5.3 % of σ₀ and so larger than the α² correction. The quadratic formula (25) gives 1 + 4/81 = 1.049 there, and the remaining 0.004 belongs to the orders ω⁴/γ⁴ and beyond.

Doped sheet at T = 0, from (14) and Im σ_intra/σ₀ = 4μ/(πω), in units of σ₀:

ω = 0.2 eV: Re 0; Im inter −(1/π)ln(0.6/0.2) = −0.350; Im intra 1.273; A_abs = 0.
ω = 0.6 eV: Re 1; Im inter −(1/π)ln(1.0/0.2) = −0.512; Im intra 0.424; A_abs = 0.022409.
ω = 1.0 eV: Re 1; Im inter −(1/π)ln(1.4/0.6) = −0.270; Im intra 0.255; A_abs = 0.022409.

At 0.6 and 1.0 eV the absorptance equals that of the neutral sheet in all printed digits, since Im s enters only in second order. Close to the threshold the logarithm in (14) is large enough to show: (23) gives A_abs = 0.022402 at ω = 0.401 eV. At 1.0 eV the two imaginary parts nearly cancel, 0.2546 − 0.2697 = −0.015, as (21) requires at high frequency. These imaginary parts are cone values. The lattice shifts the interband part by about −0.028ω/γ in units of σ₀, which is −0.009 at 1.0 eV. This is small against each term separately but comparable to their difference, so a remainder as small as −0.015 is not a prediction for the lattice model.

Doped sheet at T = 0.025 eV, where μ/T = 8:

ω = 0.2 eV: G = 0.0180; Im inter −0.3865; Im intra 1.273; A_abs = 0.00041.
ω = 0.4 eV: G = 0.5000; Im inter −0.9205; Im intra 0.637; A_abs = 0.01133.
ω = 0.6 eV: G = 0.9820; Im inter −0.5515; Im intra 0.424; A_abs = 0.022015.
ω = 1.0 eV: G = 0.99999; Im inter −0.2729; Im intra 0.255; A_abs = 0.02241.

The extrapolated Kubo sum reproduces each G to the five printed decimals. At 0.2 eV, ε − μ = −4T and G ≈ 1/(1 + e⁴) = 0.0180; at 0.6 eV, ε − μ = +4T and G ≈ 1/(1 + e⁻⁴) = 0.9820. At the threshold G = ½ tanh 8 = 0.5000, and with s ≈ πα/2 the ratio A_abs/πα is 0.5/(1 + 0.0229253/4)² = 0.4943. The logarithmic divergence has become −0.92σ₀, and at 0.2, 0.6 and 1.0 eV |Im σ_inter| exceeds its T = 0 value, the sign found from the convexity of L(m). The 10–90 % width found by root search is 0.21972 eV, equal to 4T ln 9, more than half of the threshold energy itself.

The Drude weight is D = 0.063667 eV against μ/π = 0.063662 eV, the small excess being the last term of (15). The blocked interband weight is 0.100008 eV, equal to πD/2, and close to its T = 0 value σ₀·2μ = 0.1 eV. With a relaxation rate η = 0.01 eV the Drude tail at ω = 0.2 eV is

Re σ_intra/σ₀ = 4Dη/(ω² + η²) = 4 × 0.063667 × 0.01/0.0401 = 0.0635.

This is about 3.5 times the thermally activated interband value 0.0180 at the same frequency. The comparison leaves the interband term unbroadened. If the same η is kept in (13), the interband real part at T = 0 is (σ₀/π)[arctan(0.01/0.6) + arctan(0.01/0.2)] = 0.021σ₀, which also comes from scattering. At this frequency the remaining absorption is set mainly by the assumed scattering rate and only secondarily by the thermal leak through the Pauli blocking. Closer to the threshold the order reverses: at ω = 0.3 eV, ε − μ = −2T and G ≈ 1/(1 + e²) = 0.119, while the Drude tail is 4 × 0.063667 × 0.01/0.0901 = 0.028.

Table of computed values

```
inputs: t = 3.0 eV, d = 1.5 angstrom, mu = 0.2 eV, kT = 0.025 eV
hbar v = 6.7500 eV angstrom, k_F = 0.02963 1/angstrom
density at T=0 = 2.7945e-04 1/angstrom^2, threshold 2 mu = 0.400 eV
sigma0 = 6.08534e-05 S, Z0 = 376.7303 ohm, sigma0*Z0 = 0.0229253
1/alpha = 137.0360, pi*alpha = 0.0229253
neutral sheet: T_r = 0.977463, R = 1.2843e-04, A = 0.022409
neutral sheet: 1-T_r = 0.022537, A/(pi alpha) = 0.97746
lattice check (mu=0.5, kT=0.3 eV, 120x120 k): diamagnetic = 1.81468 eV
  static interband = -1.62178 eV, Drude weight = 0.19290 eV
  z=6+0.3i eV: quench 2.19584+0.93438j, Kubo 2.19584+0.93438j (sigma0)
T = 0, conductivities in sigma0:
  w=0.2 eV: Re 0.0000, Im inter -0.3497, Im intra 1.2732, A 0.000000
  w=0.6 eV: Re 1.0000, Im inter -0.5123, Im intra 0.4244, A 0.022409
  w=1.0 eV: Re 1.0000, Im inter -0.2697, Im intra 0.2546, A 0.022409
kT = 0.025 eV, conductivities in sigma0:
  w=0.2 eV: G 0.01798, Kubo grid 0.01798, Im inter -0.3865
     Im intra 1.2733, A 0.000412, A/(pi alpha) 0.0180
  w=0.4 eV: G 0.50000, Kubo grid 0.50000, Im inter -0.9205
     Im intra 0.6367, A 0.011332, A/(pi alpha) 0.4943
  w=0.6 eV: G 0.98201, Kubo grid 0.98201, Im inter -0.5515
     Im intra 0.4244, A 0.022015, A/(pi alpha) 0.9603
  w=1.0 eV: G 0.99999, Kubo grid 0.99999, Im inter -0.2729
     Im intra 0.2547, A 0.022409, A/(pi alpha) 0.9775
10-90% edge width = 0.21972 eV, 4 kT ln9 = 0.21972 eV
Drude weight D = 0.063667 eV, mu/pi = 0.063662 eV (times e^2/hbar)
blocked weight = 0.100008 eV, pi D/2 = 0.100008 eV (times e^2/hbar)
Re sigma_intra at w=0.2 eV, eta=0.01 eV = 0.0635 sigma0
lattice: (Re sigma/sigma0-1)/(w/t)^2 at w=0.1 eV = 0.11113, 1/9 = 0.11111
lattice: Re sigma/sigma0 at w=2 eV = 1.05303, 1+w^2/9t^2 = 1.04938
```
